# Yukawa Image Potentials on a Cubic Lattice: Strong and Weak Screening

## Problem

A supercell calculation of a charged solute in an electrolyte repeats the solute on a simple cubic lattice of side $L$. The dissolved ions screen each charge linearly, so that in atomic units, with unit permittivity, a charge $q$ produces the potential $q\,e^{-\kappa r}/r$. This potential is zero far away in the bulk electrolyte. The images of one charge then produce at its site the potential $qS$, where

$$S=\sum_{\mathbf R\neq 0}\frac{e^{-\kappa R}}{R},\qquad x=\kappa L,\qquad V=L^3 .$$

(a) Show that $S\to 6e^{-\kappa L}/L$ for $x\to\infty$, and find the relative error.

(b) Show that the leading terms for $x\to0$ are $4\pi/(\kappa^2L^3)-2.837/L$, and find the next term.

(c) Evaluate both regimes for a charge of $0.1\,e$ in a 6 nm cell of salt water, and judge whether the model holds there.

## A tempting solution of (b)

The potential $\varphi$ of the whole lattice of unit charges is periodic and obeys

$$(-\nabla^2+\kappa^2)\varphi=4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R),$$

because each Yukawa potential obeys this equation with its own delta function. Multiply by $e^{-i\mathbf G\cdot\mathbf r}$, with $\mathbf G=2\pi\mathbf n/L$ and $\mathbf n$ an integer vector, and integrate over one cell. This gives $(G^2+\kappa^2)V\varphi_{\mathbf G}=4\pi$, so

$$\varphi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2+\kappa^2}.$$

To keep the images alone, subtract the potential $1/r$ of the charge at the origin and let $r\to0$. The term $\mathbf G=0$ gives $4\pi/(\kappa^2V)$. In the other terms write

$$\frac1{G^2+\kappa^2}=\frac1{G^2}-\frac{\kappa^2}{G^2(G^2+\kappa^2)} .$$

The first part, less $1/r$, tends to a constant $-\alpha/L$ with $\alpha=2.837$. The second part starts at order $\kappa^2$. The answer would be

$$S\overset{?}{=}\frac{4\pi}{\kappa^2L^3}-\frac{\alpha}{L}+O(\kappa^2L).$$

The two leading terms are right, but the claimed error is not. The coefficient of $\kappa^2L$, derived below, is $-0.133$. At $x=1$ this solution therefore predicts $LS\approx 9.729-0.133=9.596$, whereas adding up the images gives $10.597$. The missing amount is 1.00, which is $x$ itself.

## The fault

The series $\varphi$ contains the **screened** potential of the charge at the origin. What must be removed is therefore

$$\frac{e^{-\kappa r}}r=\frac1r-\kappa+O(\kappa^2r),$$

and not $1/r$. The difference has a physical meaning: the ionic cloud that a unit charge gathers around itself produces the potential $-\kappa$ at the charge. Subtracting the bare $1/r$ leaves this contribution in the result, although it does not come from the images. Removing it adds $+\kappa$ to $S$.

## Right solution

**Weak screening.** With the correct subtraction,

$$S=\frac{4\pi}{\kappa^2V}+\lim_{r\to0}\Big[\psi(\mathbf r)-\frac1r\Big]+\kappa-\frac{4\pi\kappa^2}{V}\sum_{\mathbf G\ne0}\frac1{G^2(G^2+\kappa^2)},$$

$$\psi(\mathbf r)=\frac{4\pi}V\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.$$

In the last sum the limit $r\to0$ may be taken term by term, since the terms fall as $G^{-4}$ and the sum converges absolutely.

The function $\psi$ is the potential of unit point charges in a uniform neutralizing background, with zero cell average. To find its constant, set $L=1$ and split each charge's potential with an arbitrary $\eta>0$:

$$\frac1r=\frac{\mathrm{erfc}(\eta r)}r+\frac{\mathrm{erf}(\eta r)}r .$$

The second part is the potential of a Gaussian charge, because

$$-\nabla^2\frac{\mathrm{erf}(\eta r)}r=-\frac1r\frac{d^2}{dr^2}\mathrm{erf}(\eta r)=\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}=4\pi\left(\frac{\eta}{\sqrt\pi}\right)^3e^{-\eta^2r^2}.$$

This Gaussian has unit charge and Fourier transform $e^{-G^2/4\eta^2}$. With $G=2\pi n$ its lattice sum has the coefficients

$$\frac{4\pi}{G^2}e^{-G^2/4\eta^2}=\frac{e^{-\pi^2n^2/\eta^2}}{\pi n^2}\qquad(n\neq0).$$

The short-range part is summed over $\mathbf R$ directly. Its cell average must be subtracted, because $\psi$ has none. That average is

$$4\pi\int_0^\infty r\,\mathrm{erfc}(\eta r)\,dr=\frac{4\pi}{\eta^2}\cdot\frac14=\frac{\pi}{\eta^2},$$

where integration by parts gives $\int_0^\infty t\,\mathrm{erfc}\,t\,dt=\frac1{\sqrt\pi}\int_0^\infty t^2e^{-t^2}dt=\frac14$. At the origin, the $\mathbf R=0$ term less $1/r$ is $-\mathrm{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Collecting the pieces,

$$-\alpha=\sum_{\mathbf n\ne0}\left[\frac{\mathrm{erfc}(\eta n)}n+\frac{e^{-\pi^2n^2/\eta^2}}{\pi n^2}\right]-\frac\pi{\eta^2}-\frac{2\eta}{\sqrt\pi}.$$

The result cannot depend on $\eta$, since $\psi$ does not. The choice $\eta=\sqrt\pi$ makes the last two terms $-1-2=-3$ and both sums fall off rapidly. Their evaluation gives $\alpha=2.837297$. For general $L$ the constant is $-\alpha/L$, since a potential scales as an inverse length.

For the last term of $S$, use

$$\frac1{G^2(G^2+\kappa^2)}=\frac1{G^4}-\frac{\kappa^2}{G^4(G^2+\kappa^2)}.$$

The second piece contributes to $S$ at order $\kappa^4L^3$. The first gives

$$\frac{4\pi\kappa^2}{L^3}\,\frac{L^4}{(2\pi)^4}\sum_{\mathbf n\ne0}\frac1{n^4}=b\,\kappa^2L,\qquad b=\frac{16.532}{4\pi^3}=0.1333 .$$

Hence

$$\boxed{S=\frac{4\pi}{\kappa^2L^3}-\frac{2.837}L+\kappa-0.133\,\kappa^2L+O(\kappa^4L^3)}$$

The first term is the cell average of $\varphi$. The induced ionic charge density is $-\kappa^2\varphi/4\pi$, and with this average it integrates to $-1$ over the cell, so the cell is neutral. As $\kappa\to0$, ever fewer ions must supply the same countercharge, and the potential needed to gather them diverges. If the average is subtracted before the limit is taken, $-\alpha/L$ remains, which is the uniform-background result.

**Strong screening.** Group the images by distance. There are 6 at $L$, 12 at $\sqrt2L$ and 8 at $\sqrt3L$, so

$$LS=6e^{-x}+\frac{12}{\sqrt2}e^{-\sqrt2x}+\frac8{\sqrt3}e^{-\sqrt3x}+\dots$$

All terms beyond the first shell have $n\ge\sqrt2$. For $x>1$ they obey $e^{-nx}\le e^{-\sqrt2(x-1)}e^{-n}$, so together they are at most a finite constant times $e^{-\sqrt2x}$. This vanishes relative to $e^{-x}$, and

$$S=\frac{6e^{-\kappa L}}L\left[1+\sqrt2\,e^{-(\sqrt2-1)x}+\dots\right].$$

**Between the limits.** The values of $LS$ are:

| $x$ | all images | two weak terms | four weak terms | six images |
|---|---|---|---|---|
| 0.5 | 47.895 | 47.428 | 47.895 | 3.639 |
| 1 | 10.597 | 9.729 | 10.596 | 2.207 |
| 2 | 1.796 | 0.304 | 1.771 | 0.812 |
| 4 | 0.1472 | −2.052 | −0.185 | 0.1099 |
| 8 | 0.00212 | −2.641 | −3.172 | 0.00201 |

Relative to the full sum, the two weak terms are 10% low at $x=1.065$, and the six images are 10% low at $x=6.35$. The two weak terms even vanish at $x=2.10$, although $S$ is a sum of positive terms. At $x=2$ the four weak terms are still only 1.4% low, whereas the first five shells of images are 9% low. From about $x=3$ to $x=6$ it is best to add up several shells: the first six then give $S$ to within 1%.

## Salt water

Take dissolved table salt at 298 K with a rough permittivity $\varepsilon=78$. For a number density $c$ of ion pairs, the Boltzmann factors give the ionic charge density $-2ce\sinh(e\phi/kT)\approx-2ce^2\phi/kT$. Poisson's equation then yields

$$\kappa^2=\frac{2ce^2}{\varepsilon_0\varepsilon kT}=8\pi l_Bc,\qquad l_B=\frac{e^2}{4\pi\varepsilon_0\varepsilon kT}=0.7185\ \text{nm}.$$

The image potential is $LS$ times the scale

$$\frac{q}{4\pi\varepsilon_0\varepsilon L}=\frac{0.1\times1440\ \text{mV nm}}{78\times6\ \text{nm}}=0.3077\ \text{mV}.$$

When all the charges are raised together from zero to $q$, the work done against the image potential is $\int_0^q q'(S/\varepsilon)\,dq'=q^2S/2\varepsilon$ per cell in atomic units, which is half the charge times the image potential.

At 0.1 mol/L the Debye length $1/\kappa$ is 0.959 nm and $x=6.26$. Six images give 0.00354 mV and all images 0.00395 mV, so the first shell alone is 10% low. The interaction energy is $2.0\times10^{-4}$ meV per cell, which is negligible.

At 0.001 mol/L, in the same cell, the Debye length is 9.59 nm and $x=0.626$. The four terms give

$$9.876-0.873+0.193-0.016=9.18\ \text{mV},$$

in agreement with the full sum. The two leading terms give 9.00 mV, which is 1.9% low. The energy is 0.459 meV per cell. It is positive, whereas the uniform-background term alone would be negative.

**Nonlinear response.** The dilute cell holds on average only $cL^3=0.130$ ion pairs of bulk salt, yet the ions must supply the whole countercharge. Such a fraction makes sense for the continuous mean ion density used here, but not for a fixed set of explicit ions in one cell. If the potential is taken as uniform, neutrality requires $\sinh u=(q/e)/(2cL^3)$ with $u=e\phi/kT$. For $0.1\,e$ this gives a cell average of 9.65 mV, against 9.88 mV in linear theory. For a full charge $e$ it gives 52.8 mV against 98.8 mV. Solving the nonlinear Poisson–Boltzmann equation in a sphere of equal volume, with salt kept 0.35 nm from the charge, gives averages of 9.65 and 52.6 mV over the region open to salt. Within mean-field theory the weak-screening formula thus suits the small charge, but for a full charge linear theory overestimates the cell average by nearly 90% of the nonlinear value. Linear response can be trusted when the ratio $s=(q/e)/(2cL^3)$ and the potential near the solute are both small. The second condition is cautious: in dilute salt few ions are close to the solute, so a large potential there need not spoil the linear result far away. Because $\sinh^{-1}s\approx s-s^3/6$, the relative error of the cell average grows only as $s^2/6$, so $s=0.38$ for the small charge in the dilute cell costs about 2%. For $0.1\,e$ at 0.1 mol/L both conditions hold: the ratio is 0.004, and with salt kept 0.35 nm away the potential at that distance is 3.9 mV, against $kT/e=25.7$ mV.

**Salt exclusion.** Real ions cannot reach the solute's centre. Let salt be absent within $a=0.35$ nm, a rough radius, with the permittivity unchanged. For a unit source, match $1/r+C_0$ inside to $De^{-\kappa r}/r$ outside. Continuity of the field, $1/a^2=De^{-\kappa a}(1+\kappa a)/a^2$, gives $D=e^{\kappa a}/(1+\kappa a)$. At the receiving site, the spherical average of the incoming potential is $A\sinh(\kappa r)/(\kappa r)$. Add a reflected part $Be^{-\kappa r}/r$ outside, and let the potential inside be a constant $C$. Continuity of $r\phi$ and of its derivative requires

$$\frac A\kappa\sinh\kappa a+Be^{-\kappa a}=Ca,\qquad A\cosh\kappa a-\kappa Be^{-\kappa a}=C.$$

Adding $\kappa$ times the first equation to the second gives $Ae^{\kappa a}=C(1+\kappa a)$, the same factor again. At 0.1 mol/L the two factors together raise the image potential by 11%, if repeated scattering between solutes is neglected.

**Other conditions of the real solution.** Lowering the permittivity to 76, as a test of sensitivity (the salt itself lowers it by only about 1 at 0.1 mol/L and negligibly at 0.001 mol/L), reduces the potential by 6% at 0.1 mol/L and by 0.2% at 0.001 mol/L. Warming to 323 K with a rough permittivity of 70 raises it by 2% and 8%. The dilute case follows the temperature because its dominant term, $(q/e)(kT/e)/(2cL^3)$, does not contain the permittivity. At 0.1 mol/L a Debye sphere holds on average less than half an ion and $\kappa l_B=0.75$, so correlations between ions, which mean-field theory omits, need not be small. Their effect is not computed here. A small relative change in $\kappa$ would alter the strong-screening potential by six to seven times as much, with opposite sign, because $S$ varies nearly as $e^{-x}$. The value 0.004 mV is therefore an estimate of size, while the conclusion that the images hardly matter at this concentration is much less sensitive. Both statements assume that the ions exchange with a bulk reservoir, so that the $\mathbf G=0$ component is screened. If the potential is instead referred to zero cell average, as for net-neutral salt with a uniform background, the term $4\pi/(\kappa^2L^3)$, here 0.099 mV, drops out and the image potential becomes $-0.095$ mV, still small but much larger and of opposite sign.

## Computed results

```
Shell counts 1, 2, 3: 6 12 8
Madelung constant alpha: 2.837297
Sum of n^-4: 16.53232; coefficient b: 0.13330
x=kappa L | L S | weak 2 terms | weak 4 terms | six images
 0.2   311.516639   311.32197   311.51664     4.912385
 0.5    47.894967    47.42818    47.89486     3.639184
 1.0    10.597456     9.72907    10.59577     2.207277
 2.0     1.796455     0.30430     1.77110     0.812012
 4.0     0.147175    -2.05190    -0.18467     0.109894
 6.0     0.016805    -2.48823    -1.28696     0.014873
 8.0     0.002121    -2.64095    -3.17203     0.002013
10.0     0.000279    -2.71163    -6.04145     0.000272
Two weak terms err by 10% at x = 1.065
Two weak terms vanish at x = 2.105
Six images err by 10% at x = 6.348
Cell side: 6.0 nm; charge: 0.1 e
Temperature: 298.15 K; permittivity: 78
e/(4 pi epsilon0): 1439.965 mV nm
Potential scale q/(4 pi eps0 eps L): 0.30768 mV
Thermal potential kT/e: 25.693 mV
Bjerrum length: 0.7185 nm
Strong: salt 0.100 mol/L; Debye length 0.9589 nm
Strong: x 6.2571; L S 0.012832
Strong: image potential 0.003948 mV
Strong: energy per cell 0.0001974 meV
Weak: salt 0.001 mol/L; Debye length 9.5891 nm
Weak: x 0.6257; L S 29.833680
Weak: image potential 9.179368 mV
Weak: energy per cell 0.4589684 meV
Strong, six images: 0.003539 mV
Strong, six-image error: -10.37 %
Weak, average term: 9.87582 mV
Weak, Madelung term: -0.87299 mV
Weak, +kappa term: 0.19252 mV
Weak, quadratic term: -0.01606 mV
Weak, two terms: 9.00282 mV
Weak, four terms: 9.17929 mV
Salt pairs per cell, strong/weak: 13.008 / 0.1301
Weak mean, 0.1 e, linear/Donnan/nonlinear: 9.876 / 9.648 / 9.654 mV
Weak mean, 1.0 e, linear/Donnan/nonlinear: 98.758 / 52.827 / 52.634 mV
Exclusion radius (rough): 0.35 nm
Strong, contact potential: 3.864 mV
Strong, exclusion factor squared: 1.1137
Permittivity 76: potential ratio strong/weak 0.9422 / 0.9982
Warm case: 323.15 K, permittivity 70
Warm potential ratio strong/weak: 1.0171 / 1.0818
Strong, Bjerrum/Debye length: 0.749
Strong, ions in Debye sphere: 0.445
```
